# Sampling a truncated power-law recoil spectrum and finding its median: a numerical check

```python
# Result under test: for recoil energies T with density proportional to
# T**(-3/2) between T_LOW and T_HIGH, inverse-transform sampling uses
#   T(u) = [T_LOW**-0.5 - u*(T_LOW**-0.5 - T_HIGH**-0.5)]**-2,
# u uniform on [0,1], and the median is
#   4*T_LOW*T_HIGH/(sqrt(T_LOW)+sqrt(T_HIGH))**2, about 33 eV for 10..1000 eV.
# Energies are in eV and lengths in nm. Screened classical scattering sizes
# the error of the power law for boron ions in silicon (rough masses).
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

T_LOW, T_HIGH = 10.0, 1000.0


def inverse_cdf(u, low=T_LOW, high=T_HIGH):
    return (low**-0.5 - u * (low**-0.5 - high**-0.5))**-2


def median_formula(low, high, q=1.5):
    return ((low**(1 - q) + high**(1 - q)) / 2)**(1 / (1 - q))


def integral(power, low, high):
    # Direct quadrature of T**power, without using its antiderivative.
    return quad(lambda t: t**power, low, high, epsabs=0, epsrel=1e-11,
                limit=300)[0]


def half_point(power, low, high):
    # Energy that divides the integral of T**power into equal halves.
    total = integral(power, low, high)
    return brentq(lambda t: integral(power, low, t) - total / 2,
                  low * 1.0001, high, xtol=1e-10)


# Density, inverse and median
norm = 1 / integral(-1.5, T_LOW, T_HIGH)
norm_formula = 1 / (2 * (T_LOW**-0.5 - T_HIGH**-0.5))
assert abs(norm / norm_formula - 1) < 1e-8
for u in (0.1, 0.25, 0.5, 0.75, 0.9):
    assert abs(norm * integral(-1.5, T_LOW, inverse_cdf(u)) - u) < 1e-8
assert abs(inverse_cdf(0.0) - T_LOW) < 1e-9
assert abs(inverse_cdf(1.0) - T_HIGH) < 1e-6
median = 4 * T_LOW * T_HIGH / (np.sqrt(T_LOW) + np.sqrt(T_HIGH))**2
median_numeric = half_point(-1.5, T_LOW, T_HIGH)
assert abs(median - median_numeric) < 1e-6
assert abs(inverse_cdf(0.5) - median_numeric) < 1e-6
assert round(median_numeric) == 33

# Mean and energy-weighted median
mean = np.sqrt(T_LOW * T_HIGH)
assert abs(norm * integral(-0.5, T_LOW, T_HIGH) - mean) < 1e-6
energy_median = ((np.sqrt(T_LOW) + np.sqrt(T_HIGH)) / 2)**2
assert abs(half_point(-0.5, T_LOW, T_HIGH) - energy_median) < 1e-5

# Sensitivity to the two limits, by finite differences of numerical medians
step = 1e-3
up, down = np.exp(step), np.exp(-step)
slope_low = np.log(half_point(-1.5, T_LOW * up, T_HIGH)
                   / half_point(-1.5, T_LOW * down, T_HIGH)) / (2 * step)
slope_high = np.log(half_point(-1.5, T_LOW, T_HIGH * up)
                    / half_point(-1.5, T_LOW, T_HIGH * down)) / (2 * step)
root_sum = np.sqrt(T_LOW) + np.sqrt(T_HIGH)
assert abs(slope_low - np.sqrt(T_HIGH) / root_sum) < 1e-5
assert abs(slope_high - np.sqrt(T_LOW) / root_sum) < 1e-5

# Other exponents
for q in (4 / 3, 2.0):
    assert abs(half_point(-q, T_LOW, T_HIGH)
               - median_formula(T_LOW, T_HIGH, q)) < 1e-5

# Monte Carlo samples: bin counts, median and its standard error
rng = np.random.default_rng(2718)
n_samples = 200000
samples = inverse_cdf(rng.random(n_samples))
edges = np.geomspace(T_LOW, T_HIGH, 13)
counts = np.array([np.sum((samples >= lo) & (samples < hi))
                   for lo, hi in zip(edges[:-1], edges[1:])])
prob = np.array([norm * integral(-1.5, lo, hi)
                 for lo, hi in zip(edges[:-1], edges[1:])])
bin_sigma = np.sqrt(n_samples * prob * (1 - prob))
worst_bin = np.max(np.abs(counts - n_samples * prob) / bin_sigma)
assert worst_bin < 5  # five standard deviations of counting noise
density_at_median = norm * median**-1.5
standard_error = 1 / (2 * density_at_median * np.sqrt(n_samples))
sample_median = np.median(samples)
assert abs(sample_median - median_numeric) < 5 * standard_error
batch_size, n_batches = 2001, 600
batch_medians = np.median(
    inverse_cdf(rng.random((n_batches, batch_size))), axis=1)
batch_spread = np.std(batch_medians, ddof=1)
batch_error = 1 / (2 * density_at_median * np.sqrt(batch_size))
# The spread from 600 batches itself has about 3 percent sampling noise.
assert abs(batch_spread / batch_error - 1) < 0.15

# Classical scattering of boron by silicon
Z_ION, Z_TARGET = 5, 14
M_ION, M_TARGET = 11.0, 28.0  # rough masses in u
coulomb = constants.e / (4 * np.pi * constants.epsilon_0) * 1e9  # eV nm
bohr = constants.physical_constants["Bohr radius"][0] * 1e9
screening = 0.8854 * bohr / (Z_ION**0.23 + Z_TARGET**0.23)
transfer = 4 * M_ION * M_TARGET / (M_ION + M_TARGET)**2
nodes, weights = np.polynomial.legendre.leggauss(120)
phi = (nodes + 1) * np.pi / 4
phi_weights = weights * np.pi / 4


def zbl_potential(r):
    x = r / screening
    shape = (0.18175 * np.exp(-3.19980 * x) + 0.50986 * np.exp(-0.94229 * x)
             + 0.28022 * np.exp(-0.40290 * x)
             + 0.02817 * np.exp(-0.20162 * x))
    return Z_ION * Z_TARGET * coulomb / r * shape


strength = screening**2 * zbl_potential(screening)  # eV nm^2


def inverse_square(r):
    return strength / r**2


def deflection(impact, ion_energy, potential):
    e_cm = ion_energy * M_TARGET / (M_ION + M_TARGET)
    closest = brentq(lambda r: 1 - potential(r) / e_cm - (impact / r)**2,
                     impact, impact + 0.2, xtol=1e-16, rtol=1e-15)
    w = np.cos(phi)
    radial = 1 - potential(closest / w) / e_cm - (impact * w / closest)**2
    path = np.sum(phi_weights * np.sin(phi) / np.sqrt(radial))
    return np.pi - 2 * impact / closest * path


def recoil(impact, ion_energy, potential):
    angle = deflection(impact, ion_energy, potential)
    return transfer * ion_energy * np.sin(angle / 2)**2


def impact_for(energy, ion_energy, potential):
    return brentq(lambda s: recoil(s, ion_energy, potential) - energy,
                  1e-4, 0.4, xtol=1e-13)


def scattering_median(ion_energy, potential, to_maximum=False):
    # Equal areas of impact parameter are equally probable.
    outer = impact_for(T_LOW, ion_energy, potential)
    inner = 0.0 if to_maximum else impact_for(T_HIGH, ion_energy, potential)
    return recoil(np.sqrt((outer**2 + inner**2) / 2), ion_energy, potential)


# Integrator against the closed deflection law of the inverse-square potential
for s in (0.003, 0.01, 0.03):
    ratio = strength / (1e5 * M_TARGET / (M_ION + M_TARGET))
    exact_angle = np.pi * (1 - s / np.sqrt(s**2 + ratio))
    assert abs(deflection(s, 1e5, inverse_square) - exact_angle) < 1e-6
median_square = scattering_median(1e5, inverse_square)
# Finite deflection angles leave a small departure from the power law.
assert abs(median_square / median - 1) < 2e-3

ion_energies = (1e5, 3e4, 1e4)
zbl_medians = [scattering_median(e, zbl_potential) for e in ion_energies]
zbl_impacts = [impact_for(T_LOW, e, zbl_potential) for e in ion_energies]
assert zbl_medians[0] < zbl_medians[1] < zbl_medians[2]
atom_density = 50.0  # atoms per nm^3, rough value for silicon
area_radius = atom_density**(-1 / 3) / np.sqrt(np.pi)
assert max(zbl_impacts) < area_radius
full_median = scattering_median(1e5, zbl_potential, to_maximum=True)
assert full_median > zbl_medians[0]

threshold = 15.0  # eV, rough displacement threshold
below_threshold = norm * integral(-1.5, T_LOW, threshold)
threshold_median = half_point(-1.5, threshold, T_HIGH)

print(f"Lower recoil limit: {T_LOW:.0f} eV")
print(f"Upper recoil limit: {T_HIGH:.0f} eV")
print(f"Lower limit to power -1/2: {T_LOW**-0.5:.6f} eV^-1/2")
print(f"Upper limit to power -1/2: {T_HIGH**-0.5:.6f} eV^-1/2")
print(f"Normalization C: {norm:.5f} eV^1/2")
print(f"Median, closed formula: {median:.4f} eV")
print(f"Median, numerical half point: {median_numeric:.4f} eV")
print(f"Median, main result converted: {median*constants.e:.3e} J")
for u in (0.1, 0.25, 0.75, 0.9):
    print(f"Recoil energy at u = {u:.2f}: {inverse_cdf(u):.2f} eV")
print(f"Mean recoil energy: {mean:.2f} eV")
print(f"Half of recoil energy lies below: {energy_median:.2f} eV")
print(f"Log sensitivity to lower limit: {slope_low:.4f} (no unit)")
print(f"Log sensitivity to upper limit: {slope_high:.4f} (no unit)")
print(f"Number of Monte Carlo samples: {n_samples} (no unit)")
print(f"Sample median: {sample_median:.3f} eV")
print(f"Predicted standard error: {standard_error:.3f} eV")
print(f"Largest bin deviation: {worst_bin:.2f} standard deviations")
print(f"Small runs: {n_batches} runs of {batch_size} samples")
print(f"Small runs, observed median spread: {batch_spread:.3f} eV")
print(f"Small runs, predicted spread: {batch_error:.3f} eV")
print(f"Median for exponent 4/3: {median_formula(T_LOW,T_HIGH,4/3):.2f} eV")
print(f"Median for exponent 2: {median_formula(T_LOW,T_HIGH,2):.2f} eV")
print(f"Rough ion and target masses: {M_ION:.0f}, {M_TARGET:.0f} u")
print(f"Universal screening length: {screening:.5f} nm")
print(f"Inverse-square scattering median: {median_square:.3f} eV")
for e, m, s in zip(ion_energies, zbl_medians, zbl_impacts):
    print(f"Screened median, {e/1000:.0f} keV ion: {m:.2f} eV")
    print(f"  change from power law: {100*(m/median-1):.1f} %")
    print(f"  impact parameter at lower limit: {s:.4f} nm")
print(f"Rough silicon atom density: {atom_density:.0f} nm^-3")
print(f"Radius of area per atom: {area_radius:.4f} nm")
print(f"Kinematic maximum, 100 keV ion: {transfer*100:.1f} keV")
print(f"Screened median up to that maximum: {full_median:.2f} eV")
print(f"Rough displacement threshold: {threshold:.0f} eV")
print(f"Fraction of recoils below it: {100*below_threshold:.1f} %")
print(f"Median with cutoff at threshold: {threshold_median:.2f} eV")
print("finished without a failed check")
```

Printed output:

```
Lower recoil limit: 10 eV
Upper recoil limit: 1000 eV
Lower limit to power -1/2: 0.316228 eV^-1/2
Upper limit to power -1/2: 0.031623 eV^-1/2
Normalization C: 1.75682 eV^1/2
Median, closed formula: 33.0579 eV
Median, numerical half point: 33.0579 eV
Median, main result converted: 5.296e-18 J
Recoil energy at u = 0.10: 12.08 eV
Recoil energy at u = 0.25: 16.65 eV
Recoil energy at u = 0.75: 94.67 eV
Recoil energy at u = 0.90: 277.01 eV
Mean recoil energy: 100.00 eV
Half of recoil energy lies below: 302.50 eV
Log sensitivity to lower limit: 0.9091 (no unit)
Log sensitivity to upper limit: 0.0909 (no unit)
Number of Monte Carlo samples: 200000 (no unit)
Sample median: 32.952 eV
Predicted standard error: 0.121 eV
Largest bin deviation: 2.82 standard deviations
Small runs: 600 runs of 2001 samples
Small runs, observed median spread: 1.207 eV
Small runs, predicted spread: 1.209 eV
Median for exponent 4/3: 44.55 eV
Median for exponent 2: 19.80 eV
Rough ion and target masses: 11, 28 u
Universal screening length: 0.01427 nm
Inverse-square scattering median: 33.061 eV
Screened median, 100 keV ion: 30.94 eV
  change from power law: -6.4 %
  impact parameter at lower limit: 0.0257 nm
Screened median, 30 keV ion: 34.51 eV
  change from power law: 4.4 %
  impact parameter at lower limit: 0.0347 nm
Screened median, 10 keV ion: 37.76 eV
  change from power law: 14.2 %
  impact parameter at lower limit: 0.0441 nm
Rough silicon atom density: 50 nm^-3
Radius of area per atom: 0.1531 nm
Kinematic maximum, 100 keV ion: 81.0 keV
Screened median up to that maximum: 33.00 eV
Rough displacement threshold: 15 eV
Fraction of recoils below it: 20.4 %
Median with cutoff at threshold: 47.62 eV
finished without a failed check
```
